# Why core-level shifts do not measure atomic charge alone

A sodium atom in rock salt has given its 3s electron to chlorine. A photoelectron spectrum records the energy needed to remove a 1s electron from it. It seems natural to expect this energy to be larger than in a free, neutral sodium atom, because a positive ion should hold its remaining electrons more tightly. If so, the shift could be read as a charge: the larger the binding energy, the more positive the atom.

A simple model of NaCl is a counter-example. In the calculation below the sodium ion has charge exactly \(+e\) by construction, yet its 1s binding energy is about 2 eV lower than that of the neutral atom.

## What is compared

The binding energy is a difference of total energies,
\[
E_B = E(\text{1s hole}) - E(\text{initial}),
\]
with the removed electron at rest at the vacuum level. If no other orbital responded to the hole, \(E_B\) would equal \(-\varepsilon\), where \(\varepsilon\) is the Hartree–Fock energy of the 1s orbital. The response lowers the final energy by the relaxation energy \(R\), so
\[
E_B = -\varepsilon - R .
\]
The term \(-\varepsilon\) belongs to the initial state and \(R\) to the final state.

The free atom and free ion are treated by non-relativistic unrestricted Hartree–Fock, which leaves out electron correlation. In the ionized atom the remaining 1s electron and the 3s electron have parallel spins. The crystal is a rocksalt lattice of point charges \(\pm e\) with polarizable ions, whose nuclei stay fixed during the ionization. Its surface carries no dipole layer, so the vacuum level is the zero of the lattice potential. Overlap between neighbouring ions and electron transfer towards the hole are left out. The nearest-neighbour distance is \(d = 2.8\) Å, a rough value. I write \(C = e^2/(4\pi\varepsilon_0) = 14.4\) eV Å.

## The counter-example, term by term

**Removing the 3s electron.** A 1s electron is repelled by the 3s electron with the Coulomb energy
\[
J = C\iint \frac{|\psi_{1s}(\mathbf r)|^2\,|\psi_{3s}(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]
Both densities are spherical, so averaging over angles replaces \(1/|\mathbf r-\mathbf r'|\) by \(1/\max(r,r')\). The 1s orbital is small, hence \(\max(r,r')\approx r'\) nearly everywhere that matters, and
\[
J \approx C\,\langle 1/r\rangle_{3s}.
\]
The right side is 8.2 eV and \(J\) itself is 8.1 eV; \(J\) is the smaller because \(\max(r,r')\ge r'\).

Take the 1s electron whose spin is opposite to that of the 3s electron, so that no exchange term connects them. With all orbitals frozen, removing the 3s electron lowers the 1s energy by \(J\). The other orbitals then readjust, and the self-consistent orbital energies give
\[
\Delta E_{\text{site}} = -\varepsilon_{\text{ion}}+\varepsilon_{\text{atom}}
= 1109.1-1101.4 = 7.7\ \text{eV}.
\]
This is the effect the charge argument has in mind.

**Putting the electron on the neighbours.** The 3s electron has not gone to infinity. It sits on chlorine, and each sodium ion is surrounded by a lattice in which every other sodium has lost an electron too. The electrostatic potential at a sodium site due to all other ions is
\[
\phi = -\frac{M e}{4\pi\varepsilon_0 d},\qquad M = 1.7476,
\]
where \(M\) is the Madelung constant. It is negative because the nearest neighbours are anions. An electron, of charge \(-e\), therefore has its energy raised by
\[
-e\phi = \frac{MC}{d} = \frac{1.7476\times 14.4}{2.8} = 9.0\ \text{eV},
\]
and is that much easier to remove. The initial-state shift is
\[
\Delta E_{\text{init}} = 7.7-9.0 = -1.3\ \text{eV}.
\]

The two terms are close because two lengths are close. The first term is approximately \(C/\ell\) with \(\ell=C/J=1.8\) Å, an effective distance of the 3s electron from its own nucleus. The second is \(C/(d/M)\), with \(d/M=1.6\) Å. With the other orbitals frozen, charge transfer acts on the 1s electron as if the valence electron had moved from an effective distance of 1.8 Å to one of 1.6 Å. This accounts for \(8.1-9.0=-0.9\) eV of the initial-state shift; the readjustment of the other orbitals supplies the remaining \(-0.4\) eV. No law makes these lengths equal, so the cancellation is a matter of magnitude, not an identity.

**Relaxation on the sodium site.** The relaxation energies are
\[
R_{\text{atom}} = 1101.4-1076.9 = 24.5\ \text{eV},\qquad
R_{\text{ion}} = 1109.1-1086.4 = 22.7\ \text{eV}.
\]
The atom relaxes more: it has a 3s electron that can respond to the hole, and the ion does not. The difference \(\Delta R_{\text{site}}=R_{\text{ion}}-R_{\text{atom}}=-1.8\) eV enters the shift with a minus sign:
\[
-1.3-(-1.8)=+0.5\ \text{eV}.
\]
The sign has changed. In a lattice whose ions could not be polarized, the sodium ion would have the higher binding energy after all, though by far less than 7.7 eV.

A cycle of ionizations gives another reading of this step. Regrouping the four total energies,
\[
\begin{aligned}
E_B^{\text{ion}}-E_B^{\text{atom}}
&=\big[E^{\text{hole}}_{\text{ion}}-E_{\text{ion}}\big]-\big[E^{\text{hole}}_{\text{atom}}-E_{\text{atom}}\big]\\
&=\big[E^{\text{hole}}_{\text{ion}}-E^{\text{hole}}_{\text{atom}}\big]-\big[E_{\text{ion}}-E_{\text{atom}}\big].
\end{aligned}
\]
The last line is the 3s ionization energy of sodium with a 1s hole minus that of ordinary sodium: \(14.43-4.95=9.48\) eV, which is \(7.69+1.79\) eV as it must be. To a distant 3s electron, a missing 1s electron looks much like one more proton in the nucleus. The first energy should then resemble the 3s ionization energy of Mg⁺, and a separate calculation of that ion gives 14.7 eV.

**Relaxation of the lattice.** The hole adds a charge \(+e\) to the site, and the electron clouds of the surrounding ions are drawn towards it. With round polarizabilities of 1 bohr³ for Na⁺ and 20 bohr³ for Cl⁻, the induced dipoles lower the final energy by \(W=2.5\) eV. The complete shift is
\[
\Delta E_B = 7.7-9.0+1.8-2.5=-2.0\ \text{eV}.
\]
Dividing it by the 7.7 eV that belongs to one unit of charge would assign sodium a charge of \(-0.26\,e\). Both the size and the sign are wrong.

The two final-state contributions oppose each other here. Together they amount to \(+1.8-2.5=-0.7\) eV, so the complete shift has the same sign as the initial-state shift. The sign depends on the polarizability: \(W\) below 0.5 eV would leave a positive shift. For Cl⁻ polarizabilities of 10 and 15 bohr³, \(W\) is 1.5 and 2.0 eV and the shift is \(-1.0\) and \(-1.5\) eV, so the conclusion survives a halving of this parameter. The intermediate value of \(+0.5\) eV is more delicate, since a change of 0.1 Å in \(d\) moves the Madelung term by about 0.3 eV. It also depends on the spin coupling in the ionized atom: if the remaining 1s electron has its spin opposite to that of the 3s electron, the atomic binding energy is about 0.2 eV higher and the intermediate value falls to about \(+0.3\) eV. The complete shift then becomes more negative by the same amount.

## The correct statement

Consider a rocksalt crystal of ions with charges \(\pm qe\), under the assumptions above. For a core level of the cation, relative to the free neutral atom,
\[
\boxed{\;\Delta E_B=\Delta E_{\text{site}}-\frac{qMC}{d}-\Delta R_{\text{site}}-W\;}
\]
Here \(\Delta E_{\text{site}}\) and \(\Delta R_{\text{site}}\) are differences between the free ion and the free atom, and \(W>0\) is the polarization energy of the lattice around the hole.

## Proof

**The free ion.** Applying \(E_B=-\varepsilon-R\) to ion and atom and subtracting gives
\[
E_B^{\text{ion}}-E_B^{\text{atom}}
=(-\varepsilon_{\text{ion}}+\varepsilon_{\text{atom}})-(R_{\text{ion}}-R_{\text{atom}})
=\Delta E_{\text{site}}-\Delta R_{\text{site}} .
\]

**The rigid lattice.** Inside the ion, the potential of the other point charges obeys Laplace's equation. Its expansion about the site begins with the constant \(\phi\). The linear term vanishes by inversion symmetry and the quadratic term by cubic symmetry, so the first correction is of fourth order in the distance from the nucleus. Neglect it. An ion with nuclear charge \(Ze\) and \(N\) electrons then gains the energy
\[
Ze\phi-Ne\phi=(Z-N)e\phi ,
\]
which does not depend on the orbitals. Before ionization \(Z-N=q\), and afterwards \(Z-N=q+1\). The binding energy therefore changes by
\[
(q+1)e\phi-qe\phi=e\phi=-\frac{qMC}{d},
\]
because \(\phi=-qMe/(4\pi\varepsilon_0 d)\). Since the added energy is independent of the orbitals, \(R\) is unaffected.

For Na⁺ the neglected fourth-order term has no first-order effect on the energy: it consists of spherical harmonics with \(l=4\), while the electron density of the filled s and p shells is spherical, and remains so with a 1s hole.

The uniform shift was checked by a Hartree–Fock calculation of Na⁺ inside a finite cube of explicit point charges. The basis contains only s and p functions, between which the \(l=4\) term has no matrix elements, so this check does not measure the higher-order effect of that term. The potential energy of an electron at the site was 9.009 eV in that cube. The 1s orbital energy rose by 9.009 eV and the binding energy fell by 9.009 eV. The infinite lattice gives 8.99 eV.

**The polarizable lattice.** Before ionization every ion sits at a site of cubic symmetry, where the field of the others vanishes, so there are no induced dipoles. Afterwards the extra charge \(+e\) produces a field \(\mathbf E_i\) at site \(i\). Let \(\mathbf p_i\) be the induced dipoles, \(\alpha_i\) the polarizabilities expressed as volumes, and \(T_{ij}\mathbf p_j\) the field at site \(i\) of the dipole at site \(j\). The energy relative to the unpolarized lattice is
\[
U=\sum_i\frac{p_i^2}{8\pi\varepsilon_0\alpha_i}
-\frac12\sum_{i\ne j}\mathbf p_i\cdot T_{ij}\mathbf p_j
-\sum_i\mathbf p_i\cdot\mathbf E_i .
\]
The terms are the cost of deforming the ions, the interaction of the dipoles with one another, and their interaction with the hole. The ionized site itself has no dipole, by symmetry. Setting the derivative with respect to \(\mathbf p_i\) to zero gives
\[
\frac{\mathbf p_i}{4\pi\varepsilon_0\alpha_i}-\sum_{j\ne i}T_{ij}\mathbf p_j=\mathbf E_i .
\]
Take the scalar product with \(\mathbf p_i\), sum over \(i\), and halve. The result says that the first two terms of \(U\) add up to \(\tfrac12\sum_i\mathbf p_i\cdot\mathbf E_i\). Hence
\[
U_{\min}=\tfrac12\sum_i\mathbf p_i\cdot\mathbf E_i-\sum_i\mathbf p_i\cdot\mathbf E_i
=-\tfrac12\sum_i\mathbf p_i\cdot\mathbf E_i\equiv -W .
\]
Choosing all dipoles zero gives \(U=0\), and a small dipole along \(\mathbf E_i\) lowers \(U\) at first order. In a stable lattice the minimum is therefore negative and \(W>0\). The final energy, and with it \(E_B\), falls by \(W\). Adding the three parts gives the boxed formula. \(\blacksquare\)

**The distant part of the lattice.** A numerical solution uses a finite cluster of radius \(\mathcal R\). The matter outside is treated as a continuum with dielectric constant \(\varepsilon_r\). At fixed displacement \(D=e/(4\pi r^2)\), the field energy density is \(D^2/(2\varepsilon_0\varepsilon_r)\), compared with \(D^2/(2\varepsilon_0)\) in vacuum. The missing part of \(W\) is thus
\[
\int_{\mathcal R}^{\infty}\frac{D^2}{2\varepsilon_0}\Big(1-\frac1{\varepsilon_r}\Big)4\pi r^2\,dr
=\frac{C}{2\mathcal R}\Big(1-\frac1{\varepsilon_r}\Big).
\]
The Clausius–Mossotti relation, with volume \(2d^3\) per ion pair,
\[
\frac{\varepsilon_r-1}{\varepsilon_r+2}=\frac{4\pi(\alpha_{\rm Na}+\alpha_{\rm Cl})}{3\cdot 2d^3},
\]
gives \(\varepsilon_r=2.27\). For \(\mathcal R=17.0\) Å the missing part is \(14.4\times0.56/(2\times17.0)=0.24\) eV, which is added to the 2.25 eV of the cluster. The continuum law was tested against clusters of different size: the fitted slope of the dipole energy against \(1/\mathcal R\) was 0.97 times the predicted one.

## When relaxation reverses a trend

Compare the same ion, with the same charge, in two crystals A and B. The on-site terms cancel, leaving
\[
E_B^A-E_B^B=qMC\Big(\frac1{d_B}-\frac1{d_A}\Big)-(W_A-W_B).
\]
If \(d_A>d_B\), the initial state favours a higher binding energy in A. Relaxation reverses the order when \(W_A-W_B\) exceeds the first term.

Let A be the NaCl model above, with \(W_A=2.5\) eV. Let B be a model crystal with \(d_B=2.7\) Å and less polarizable ions. Its \(W\) follows from a scaling argument. If all distances are multiplied by \(s\) and all polarizabilities by \(s^3\), the hole's field scales as \(s^{-2}\), and \(T_{ij}\) as \(s^{-3}\). The dipole equation is then solved by dipoles scaling as \(s^3s^{-2}=s\), so \(W\) scales as \(s\cdot s^{-2}=1/s\). Start from the case with 10 bohr³ for the anion and 1 bohr³ for the cation, where \(W=1.50\) eV, and take \(s=2.7/2.8\). The polarizabilities become 9.0 and 0.90 bohr³, and
\[
W_B=1.50\times\frac{2.8}{2.7}=1.56\ \text{eV}.
\]
The Madelung term of B is \(8.99\times2.8/2.7=9.32\) eV. The initial state therefore puts the level of A higher in binding energy by \(9.32-8.99=0.33\) eV. The difference in \(W\) is \(2.49-1.56=0.93\) eV, and the complete result is
\[
E_B^A-E_B^B\approx0.33-0.93\approx-0.6\ \text{eV}.
\]
The order is reversed, although the charge is the same in both crystals.

## Limits and use

For \(d\to\infty\) at fixed polarizabilities, the Madelung term and \(W\) both vanish. The shift becomes that of the free ion, \(+9.5\) eV, and the charge argument has the right sign. It describes an isolated ion and can fail when the compensating charge is nearby.

For an anion, the on-site term and the Madelung term both change sign: extra valence charge weakens the binding, while the surrounding cations strengthen it. They again oppose each other. The polarization term \(-W\) does not change sign, because a core hole adds \(+e\) whatever the initial charge. Polarization lowers the binding energy of both cations and anions, though not by equal amounts: in the model above \(W\) is about 1.6 eV for a hole on chlorine, whose nearest neighbours are the weakly polarizable Na⁺ ions, against 2.5 eV for a hole on sodium.

If the binding energy is counted from the Fermi level, it is smaller by the energy \(\Phi\) from the Fermi level to the vacuum level. A comparison of two solids then contains the further term \(-\Delta\Phi\), which is not a property of the atom's charge either. At a surface or near a defect, the cubic symmetry used in the proof is lost; dipoles can exist before ionization, and their potential must be added to \(\phi\).

A shift can still give information about charge when the other terms are calculated, or when there is reason to expect them to be equal in the systems compared. The numerical output below lists the individual contributions.

## Table of computed values

```
Na-Cl spacing (rough input): 2.8 angstrom
Polarizability of Na+ (input): 1 bohr^3
Polarizability of Cl- (input): 20 bohr^3
Largest relative virial error: 2.9e-06
Minus 1s orbital energy, free atom: 1101.43 eV
Minus 1s orbital energy, free ion: 1109.13 eV
1s binding energy, free atom: 1076.92 eV
1s binding energy, free ion: 1086.40 eV
Relaxation energy, free atom: 24.51 eV
Relaxation energy, free ion: 22.73 eV
Relaxation, ion minus atom: -1.79 eV
<1/r> of 3s as an energy: 8.20 eV
1s-3s Coulomb repulsion J: 8.07 eV
On-site term, initial state: 7.69 eV
On-site shift with relaxation: 9.48 eV
3s ionization energy, Na: 4.95 eV
3s ionization energy, Na with 1s hole: 14.43 eV
3s ionization energy, Mg+: 14.72 eV
Madelung constant, fast series: 1.74756
Madelung constant, direct sum: 1.74757
Madelung term: 8.99 eV
Length 1/J: 1.78 angstrom
Length d/M: 1.60 angstrom
Point-charge test, site potential: 9.009 eV
Point-charge test, 1s level rise: 9.009 eV
Point-charge test, binding drop: 9.009 eV
Dielectric constant of the model: 2.27
Sites in largest dipole cluster: 924
Radius of largest cluster: 16.96 angstrom
Dipole energy in largest cluster: 2.25 eV
Continuum tail: 0.24 eV
Cluster slope / continuum slope: 0.97
Spread of W over cluster sizes: 0.005 eV
Lattice polarization energy W: 2.49 eV
Shift, initial state only: -1.29 eV
Shift with on-site relaxation: 0.50 eV
Shift with all terms: -1.99 eV
Naive charge from total shift: -0.26 e
Cl- polarizability 10 bohr^3, dielectric constant: 1.55
Cl- polarizability 10 bohr^3, W: 1.50 eV
Cl- polarizability 10 bohr^3, total shift: -1.01 eV
Cl- polarizability 15 bohr^3, dielectric constant: 1.88
Cl- polarizability 15 bohr^3, W: 2.03 eV
Cl- polarizability 15 bohr^3, total shift: -1.54 eV
```
